\section*{Half-space Milne problem by discrete directions: the diffusion extrapolation distance}

\section{The decision that depends on the result}

A diffusion calculation of slow electrons in a resist film needs a boundary condition where the film meets a layer that absorbs them. Setting the density $n$ to zero there is simple, but it misplaces the zero of the extrapolated density by a distance comparable with the mean free path $\lambda$. The better choice is
\begin{equation}
n(0)=z_0\lambda\,\frac{dn}{dx}\Big|_{0},\qquad z_0\simeq 0.7104,
\label{robin}
\end{equation}
with $x$ pointing into the film. The density obtained this way extrapolates linearly to zero a distance $z_0\lambda$ outside the surface. This note derives a short scheme for $z_0$, its limit, and the changes needed when the surface or the scattering is not ideal.

\section{Problem and conventions}

From here on $x$ is measured in mean free paths. Let $\mu$ be the direction cosine, positive into the medium, and $\psi(x,\mu)$ the speed $v$ times the density per unit $\mu$. For steady, elastic, isotropic scattering in $x>0$,
\begin{equation}
\mu\,\partial_x\psi+\psi=\tfrac12\rho,\quad \rho=\int_{-1}^{1}\psi\,d\mu=vn,\quad \psi(0,\mu>0)=0.
\label{transport}
\end{equation}
The last condition is perfect absorption. A net current $J>0$ flows towards the surface from great depth, so $\int\mu\psi\,d\mu=-J$. Integrating (\ref{transport}) over $\mu$ cancels $\rho$ and shows that $J$ does not depend on $x$.

Far inside, the solution is linear. Inserting $\psi=\frac a2(x+z_0-\mu)$ gives $\rho=a(x+z_0)$ and satisfies (\ref{transport}). Its current is $-a/3$, hence $a=3J$.

Now multiply (\ref{transport}) by $\mu$ and integrate. With $K=\int\mu^2\psi\,d\mu$ the result is $K'=J$, so $K$ is linear at every depth. The deep solution has $K=J(x+z_0)$, and therefore
\begin{equation}
z_0=\frac{K(0)}{J}=\frac{\int_0^1 m^2\psi(0,-m)\,dm}{\int_0^1 m\,\psi(0,-m)\,dm}.
\label{cosine}
\end{equation}
The extrapolation distance is the mean exit cosine of the escaping electrons, which a random walk can measure directly.

\section{The scheme}

\subsection{Directions and modes}

At the surface $\psi$ jumps at $\mu=0$. The quadrature is therefore split there: take $N\ge2$ Gauss nodes $\mu_i$ on $(0,1)$ with weights $w_i$, and use the directions $\pm\mu_i$. Then $\sum w_i=1$ and $\sum w_i\mu_i^2=\frac13$.

Try $\psi=e^{-x/\nu}\phi(\mu)$ with unit density at $x=0$. Equation (\ref{transport}) gives $(1-\mu/\nu)\phi=\frac12$, or $\phi=\frac12\nu/(\nu-\mu)$. Summing over both signs of $\mu_i$ must return unit density:
\begin{equation}
1=\sum_i\frac{w_i\nu^2}{\nu^2-\mu_i^2}
\;\Longrightarrow\;
F(\nu^2)\equiv\sum_i\frac{w_i\mu_i^2}{\nu^2-\mu_i^2}=0,
\label{modes}
\end{equation}
where $\sum w_i=1$ was subtracted. Between neighbouring $\mu_i^2$ the function $F$ falls from $+\infty$ to $-\infty$, so each gap holds one root. These $N-1$ roots are all, because the numerator of $F$ has degree $N-1$. With $\pm\nu_j$, the constant and the linear solution there are $2N$ solutions, as many as directions.

The roots come from a symmetric eigenproblem. Let $M=\mathrm{diag}(\mu_i^2)$, $v_i=\sqrt{w_i}\,\mu_i$, and let the columns of $Q$ be an orthonormal basis of the space orthogonal to $v$. If $Q^TMQ\,y=\zeta y$ and $u=Qy$, then $Mu-\zeta u=\alpha v$ for some $\alpha$. Here $\alpha\neq0$, since otherwise $u$ would be a coordinate vector, which is not orthogonal to $v$. Thus $u=\alpha(M-\zeta)^{-1}v$, and $v^Tu=0$ is $F(\zeta)=0$. The eigenvalues are the $\nu_j^2$.

\subsection{Surface condition in closed form}

Without growing exponentials,
\begin{equation}
\psi=\frac{3J}{2}\Big[x-\mu+z_0+\sum_jA_je^{-x/\nu_j}\frac{\nu_j}{\nu_j-\mu}\Big].
\label{general}
\end{equation}
Call the bracket at $x=0$ $S(\mu)$. Absorption requires $S(\mu_i)=0$, which is $N$ linear equations for $z_0$ and the $A_j$. They need not be solved numerically. $S$ is rational, has simple poles at $\nu_j$, behaves as $-\mu$ at large $\mu$, and its numerator of degree $N$ vanishes at the $N$ nodes. Hence
\begin{equation}
S(\mu)=-\frac{\prod_i(\mu-\mu_i)}{\prod_j(\mu-\nu_j)}
=-\mu+\sum_i\mu_i-\sum_j\nu_j+O(1/\mu).
\label{S}
\end{equation}
By definition $S=-\mu+z_0+O(1/\mu)$. Comparing constants,
\begin{equation}
z_0=\sum_{i=1}^N\mu_i-\sum_{j=1}^{N-1}\nu_j .
\label{main}
\end{equation}
The residue at $\nu_j$ gives the amplitudes,
\begin{equation}
A_j=\frac{1}{\nu_j}\,\frac{\prod_i(\nu_j-\mu_i)}{\prod_{l\ne j}(\nu_j-\nu_l)},
\end{equation}
and the outgoing flux is proportional to $S(-m)=\prod_i(m+\mu_i)/\prod_j(m+\nu_j)$.

The surface density follows from the factored form of $F$, whose leading coefficient is $\sum w_i\mu_i^2=\frac13$:
\begin{equation}
F(\zeta)=\frac13\,\frac{\prod_j(\zeta-\nu_j^2)}{\prod_i(\zeta-\mu_i^2)} .
\label{factor}
\end{equation}
At $\zeta=0$ the sum gives $-1$ and the product gives $-\frac13\prod\nu_j^2/\prod\mu_i^2$. Thus $S(0)=\prod\mu_i/\prod\nu_j=1/\sqrt3$ and $\rho(0)=3J\,S(0)=\sqrt3J$ for every $N\ge2$.

\subsection{Pseudocode and a hand calculation}

\begin{verbatim}
t, w  = Gauss-Legendre nodes, weights on (-1,1), order N >= 2
mu, w = (t+1)/2, w/2
v     = sqrt(w)*mu
Q     = orthonormal basis of the complement of v
nu    = sqrt(eigenvalues(Q^T diag(mu^2) Q))
z0    = sum(mu) - sum(nu)
\end{verbatim}

For $N=2$ the nodes are $\frac12\mp\frac1{2\sqrt3}$, that is 0.211325 and 0.788675. Their sum is 1 and their product $\frac14-\frac1{12}=\frac16$. The condition $\prod\nu_j^2=3\prod\mu_i^2$ gives $\nu^2=3/36$, so $\nu=0.288675$ and $z_0=0.711325$. This is already within 0.13\% of the limit.

\section{Limit and convergence}

Put $\zeta=-1/k^2$ in (\ref{factor}). The sum becomes $-k^2\sum w_i\mu_i^2/(1+k^2\mu_i^2)$. On the right, one more factor stands below than above, which leaves $-k^2/3$ times a ratio of products:
\begin{equation}
\frac{\prod_j(1+k^2\nu_j^2)}{\prod_i(1+k^2\mu_i^2)}
=L_N(k)\equiv3\sum_i\frac{w_i\mu_i^2}{1+k^2\mu_i^2}.
\end{equation}
Integration by parts gives $\int_0^\infty k^{-2}\ln(1+a^2k^2)\,dk=\int_0^\infty 2a^2/(1+a^2k^2)\,dk=\pi a$. Taking the logarithm of the products therefore turns (\ref{main}) into $z_0=-\frac1\pi\int_0^\infty k^{-2}\ln L_N\,dk$.

The weights $3w_i\mu_i^2$ sum to one, so $1/(1+k^2)\le L_N\le1$. The integrand is bounded by $k^{-2}\ln(1+k^2)$, which is integrable, and the limit may be taken inside:
\begin{equation}
z_0=-\frac1\pi\int_0^\infty\frac{dk}{k^2}\,
\ln\!\Big[\frac{3}{k^2}\Big(1-\frac{\arctan k}{k}\Big)\Big]=0.71044609 .
\end{equation}

The absolute errors are $2.5\times10^{-5}$, $5.1\times10^{-7}$ and $9.2\times10^{-9}$ for $N=4$, 8 and 16. The measured exponent is 5.79 from $N=8$ to 16 and 5.88 from 16 to 32. An estimate explains a sixth power. Let $e_N(k)$ be the quadrature error of $1/(1+k^2\mu^2)$. Nodes near $\mu=0$ are spaced by about $N^{-2}$, so $e_N$ matters for $k\gtrsim N^2$, where it is of order $1/k$. The contribution of large $k$ to the error of $z_0$ is
\begin{equation}
\frac1\pi\int\frac{dk}{k^2}\Big[e_N+\frac{\pi}{2k}e_N+\frac12e_N^2+\dots\Big].
\end{equation}
By size the first term would be $N^{-4}$. However, $\int_0^\infty k^{-2}[1/(1+k^2\mu^2)-1]\,dk=-\pi\mu/2$ is linear in $\mu$, and Gauss quadrature has no error for a constant or a linear function. The next terms are of order $N^{-6}$. The second is of the type $\mu^2\ln\mu$, whose Gauss error indeed shows the exponent 5.79 from $N=8$ to 16.

\section{Cost, stability and checks}

A dense eigensolver costs $O(N^3)$ operations, which is negligible at $N=8$, where the error is already $5\times10^{-7}$. Rounding is mild. The two sums in (\ref{main}) are near $N/2$ and lose about $\log_{10}N$ digits on subtraction. The smallest $\nu_j^2$ is of order $N^{-4}$, so an eigenvalue error $\varepsilon$ becomes about $\varepsilon N^2$ in $\nu_j$.

The choice $N=1$ fails: then $\sum w\mu^2=\frac14$, the relation between slope and current is wrong, and (\ref{main}) returns $0.5$.

Two checks do not use the discrete equations. Integrating (\ref{transport}) along each ray gives, for $\mu>0$, $\psi=\int_0^x e^{-(x-y)/\mu}\rho(y)\,dy/(2\mu)$, and similarly for $\mu<0$ from the far side. Integration over $\mu$ yields
\begin{equation}
\rho(x)=\tfrac12\int_0^\infty E_1(|x-y|)\rho(y)\,dy,\quad E_1(s)=\int_0^1e^{-s/\mu}\frac{d\mu}{\mu}.
\end{equation}
The density for $N=40$ satisfies this at $x=0$, 0.3, 1 and 3 with a largest residual of $2.3\times10^{-8}$ relative to $\rho$.

The second check follows 200\,000 random walks from depth 6 to escape; a walker beyond depth 9 is put back at 6, since it returns with its memory of the start practically lost. The mean exit cosine is $0.7110\pm0.0005$ (one standard error), in agreement with (\ref{cosine}). The fraction leaving within $60^\circ$ of the normal is 0.8167, against 0.8158 from $S(-m)$. Escape favours the normal: $\psi$ there is 2.91 times its grazing value.

\section{When the assumptions change}

\paragraph{Forward scattering.} Let the new cosine have density $\frac12(1+3g\mu\mu')$, with $|g|\le\frac13$. The source gains the term $\frac32g\mu\int\mu'\psi\,d\mu'=-\frac32gJ\mu$. It is balanced by adding $-\frac32gJx$ to $\psi$, which vanishes at the surface and carries no current. Then $\rho\to3J[(1-g)x+z_0]$, and the distance becomes $z_0/(1-g)$. The exit cosine is unchanged; walks with $g=0.2$ give $0.7100\pm0.0007$.

\paragraph{Diffuse return.} Suppose a fraction $\beta$ of the outgoing current returns isotropically. A constant $B$ added to $\psi$ still solves (\ref{transport}). The inward flow is $B/2=\beta(J+B/2)$, so $B=2\beta J/(1-\beta)$. The density rises by $2B$, and the distance by $2B/3J=\frac43\beta/(1-\beta)$.

\paragraph{Specular reflection.} With $\psi(0,\mu_i)=R_i\psi(0,-\mu_i)$, (\ref{general}) gives the linear system
\begin{equation}
(1-R_i)z+\sum_jA_j\Big[\frac{\nu_j}{\nu_j-\mu_i}-\frac{R_i\nu_j}{\nu_j+\mu_i}\Big]=(1+R_i)\mu_i .
\end{equation}
The closed form (\ref{main}) no longer applies. For a sharp step at which an electron of energy $E$ gains $U$, with equal masses, $R=[(\mu-\mu')/(\mu+\mu')]^2$ and $\mu'=\sqrt{\mu^2+U/E}$. Where the root is imaginary, $R=1$. For a barrier, the quadrature should be split at the critical cosine, where $R$ has a square-root singularity: its slope is infinite on the transmitting side.

\paragraph{Trapping.} If a collision scatters with probability $c<1$, the source is $\frac c2\rho$ and the mode condition becomes $F(\nu^2)=(1-c)/c$. Its $N$ roots are the eigenvalues of $M+\frac{c}{1-c}vv^T$. The largest, $\nu_0$, which exceeds 1 for weak trapping, replaces the linear solution. With the growing mode normalized to one, absorption reads
\begin{equation}
\frac{\nu_0}{\nu_0+\mu_i}+\sum_{j=0}^{N-1}\frac{A_j\nu_j}{\nu_j-\mu_i}=0 .
\end{equation}
The deep density $e^{x/\nu_0}+A_0e^{-x/\nu_0}$ vanishes at $x=-z$ when $A_0=-e^{-2z/\nu_0}$, so $z=-\frac{\nu_0}2\ln(-A_0)$.

\section{Example: a resist on a metal}

Take electrons 3~eV above the conduction edge, $\lambda=1$~nm and a current density of 1~mA/cm$^2$ draining into a metal underlayer. With the free-electron mass, $v=1.027\times10^8$~cm/s and
\[
D=\frac{\lambda v}{3}=\frac{10^{-7}\times1.027\times10^{8}}{3}=3.42\ \mathrm{cm^2/s}.
\]
The extrapolation distance is 0.710~nm. The particle current is $J=10^{-3}/(1.602\times10^{-19})=6.24\times10^{15}$~cm$^{-2}$s$^{-1}$, so
\begin{align*}
n(0)&=\sqrt3J/v=1.05\times10^{8}\ \mathrm{cm^{-3}},\\
n(2\,\mathrm{nm})&=(3J/v)(2+0.7079)=4.94\times10^{8}\ \mathrm{cm^{-3}}.
\end{align*}
At the same current, diffusion with $n(0)=0$ would give $2/2.708=0.74$ of the density at 2~nm. Condition (\ref{robin}) is right there to 0.1\%. At the surface itself it gives 0.7104 in place of 0.5774, which is 23\% too high. It is a condition for the interior, not a model of the last mean free path.

These inputs are rough values for a PMMA-like resist; the current is a round choice, and the real mean free path varies with energy. The following changes are each computed alone, with the other inputs held fixed; reflection at an abrupt potential step has the largest effect among them, but for the metal this ranking depends on the step being abrupt:
\begin{itemize}
\item A sharp 8~eV drop into the metal reflects 10\% at normal incidence and more at grazing incidence. The distance rises to 1.06~nm, or by 49\%. This holds only for a step much narrower than the electron wavelength (0.71~nm in the resist, 0.37~nm in the metal). For a smooth step of shape $1/(1+e^{-x/a})$ and incident wave number $k$, $R=\sinh^2[\pi ak(\mu-\mu')]/\sinh^2[\pi ak(\mu+\mu')]$; a 10--90\% width of 0.13~nm gives 0.84~nm, and a width of 0.22~nm gives 0.76~nm.
\item An assumed 10\% diffuse return from the metal gives 0.86~nm.
\item Scattering with $g=0.2$ gives 0.89~nm.
\item A vacuum surface with a 1~eV barrier gives 1.27~nm. Electrons arriving with a cosine below 0.577 are totally reflected, the others partly. Total reflection survives smoothing, and the two widths above give 1.24 and 1.21~nm.
\end{itemize}
With reflection the distance is still $K(0)/J$, but $K(0)$ now includes the reflected electrons. A random walk therefore adds up the cosines of all its arrivals at the surface until it escapes, counting an arrival twice if it is reflected. The mean of this sum, with the same reflection laws, gives $1.057\pm0.003$ and $1.264\pm0.004$~nm for the two steps. Four digits of $z_0$ are thus a property of the ideal problem, not of a device.

Inside the film, an assumed trapping path of 100~nm limits the diffusion length to 5.8~nm. The extrapolation distance stays at 0.7104~nm to the digits shown, while the density ratio between 2~nm and the surface rises from 4.69 to 4.85. Linear profiles should therefore be used only at depths well below the diffusion length. The field of the trapped charge is left out. About 10\% of the current is trapped within the first 2~nm; at 1~mA/cm$^2$ and an assumed relative permittivity of 3, this charge alone would produce a field of 1~MV/cm after about 3~ms if it stayed in place. Charge trapped deeper adds to it: within one diffusion length the trapped current is 0.69 of the current reaching the surface, and the time falls to about 0.4~ms. The trapping numbers therefore apply to exposures well below such times, or to films in which the trapped charge is removed or neutralized.

With an assumed phonon-loss path of 10~nm and a quantum of 0.15~eV, 10\% of the energy is lost over 20~nm of path, for which the diffusion estimate of the rms depth change in an unbounded medium is about 3.7~nm. Loss alone leaves the extrapolation distance unchanged if $\lambda$ already counts every collision that deflects the electron, does not depend on energy, and scattering stays isotropic, since the geometry of the walk is then the same; $\rho$ is in that case the flux summed over energies. If the phonon collisions also deflect isotropically and come in addition to the 1~nm path, $\lambda$ shrinks by a factor 1.1 and the distance falls to 0.65~nm. A strong field of 1~MV/cm normal to the surface changes the energy by 0.1~eV, or 3.3\%, for each mean free path of depth, and this accumulates with depth. Finally, the wave number times $\lambda$ is 8.9. Classical paths are then a reasonable but not a precise description, and interference between scattering events is left out of every number here. The full set of values is in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
z0, integral limit: 0.71044609 mfp
z0 with N= 2 inward directions: 0.71132487 mfp, error 8.8e-04
z0 with N= 4 inward directions: 0.71047157 mfp, error 2.5e-05
z0 with N= 8 inward directions: 0.71044660 mfp, error 5.1e-07
z0 with N=16 inward directions: 0.71044610 mfp, error 9.2e-09
z0 with N=32 inward directions: 0.71044609 mfp, error 1.6e-10
error exponent N=8 to 16: 5.79; N=16 to 32: 5.88
exponent of Gauss error for mu^2 ln(mu), N=8 to 16: 5.79
N=2 nodes: 0.211325, 0.788675; nu: 0.288675 mfp
density minus x, at x=0.0 mfp: 0.577350 mfp
density minus x, at x=0.1 mfp: 0.627919 mfp
density minus x, at x=0.5 mfp: 0.680294 mfp
density minus x, at x=1.0 mfp: 0.698539 mfp
density minus x, at x=2.0 mfp: 0.707917 mfp
emergent flux, normal over grazing: 2.9078
largest relative residual, integral equation: 2.3e-08
mean exit cosine, 200000 walks: 0.7110 +- 0.0005
exits within 60 deg of normal: theory 0.8158, walks 0.8167
mean exit cosine, g=0.2: 0.7100 +- 0.0007
example: energy 3.0 eV, mfp 1.0 nm, current 1.0 mA/cm2
extrapolation distance: 0.7104 nm
speed: 1.027e+08 cm/s; diffusion coefficient: 3.424 cm2/s
density at interface: 1.052e+08 cm^-3
density at 2.0 nm: 4.936e+08 cm^-3
trapping path 100.0 nm: c=0.990099, total mfp 0.9901 nm
diffusion length with trapping: 5.768 nm
extrapolation distance with trapping: 0.7104 nm
density ratio 2.0 nm/surface: 4.6902, trapping 4.8504
relative residual with trapping: 2.3e-08
metal step 8.0 eV: reflection at normal incidence 0.0985
distance with metal step: 1.060 nm
  same from walks: 1.057 +- 0.003 nm
distance with return fraction 0.1: 0.8586 nm
distance with g=0.2: 0.8881 nm
vacuum surface, barrier 1.0 eV: critical cosine 0.5774
distance at vacuum surface: 1.266 nm
  same from walks: 1.264 +- 0.004 nm
phonon loss: path 10.0 nm, quantum 0.15 eV
path to lose 10% of energy: 20.0 nm
rms depth change on that path: 3.65 nm
field 1.0 MV/cm: energy per mfp 0.10 eV, 3.3% of energy
wave number times mfp: 8.87
\end{verbatim}
